**Wigner–Eckart theorem: recursion, group average and multiplicity**

For a rank-k tensor operator T_q, the elements M = ⟨j′m′|T_q|jm⟩ equal C·R/√(2j′+1), where C = ⟨jm kq|j′m′⟩ is the Clebsch–Gordan coefficient and the reduced element R is independent of m, q, m′. For 200 triples (j, k, j′) the program asserts that the commutator constraints have one solution inside the triangle rule and none outside (54 and 146 cases), that this count equals the SU(2) character integral, and that the null vector and an explicit recursion both match closed-form coefficients. It asserts that the group average P of D^{j′*}⊗D^k⊗D^j, from Euler-angle quadrature, equals cc^T/(2j′+1), with c the array C as a vector; the largest deviation printed is 3.7e-15. It also asserts the Clebsch–Gordan series, the 3j form, and the factorization for J itself, for Schwinger boson creation operators and for spherical harmonics integrated on the sphere. For the triplet of the tetrahedral rotation group P has rank 2, against rank 1 for the octahedral group, so the single-term form needs multiplicity one. For a one-d-electron model of the Sc ²D term, a reduced element taken from one matrix element must predict all others; the output gives g = 0.799536 and 1.200464 for J = 3/2 and 5/2, first-order Zeeman spacings of 46.28 and 69.49 μeV at 1 T, and quadrupole angular factors. First- and second-order Zeeman shifts are asserted against finite differences of exact eigenvalues, and flipping the sign of T₊₁ leaves a misfit of 0.9428 relative to the array norm.

## Verification by program

```python
# Wigner-Eckart theorem (hbar = 1). For a rank-k tensor operator T_q with
# [Jz,T_q] = q T_q and [J+-,T_q] = a+-(k,q) T_{q+-1}, a+-(j,m) = sqrt(j(j+1)-m(m+-1)):
#   M[m',q,m] = <j'm'|T_q|jm> = C[m',q,m] R / sqrt(2j'+1),  C = <j m k q|j' m'>.
# Tested: uniqueness of the recursion solution, the group-average projector,
# multiplicity from characters, a multiplicity-two counterexample, real operators.
# tj, tk, tp are 2j, 2k, 2j'; projections are ordered from +j down to -j.
import itertools, math
from functools import lru_cache
import numpy as np
from scipy.linalg import expm
from scipy.special import lpmv
from scipy.constants import physical_constants as pc, e as qe, h as planck
from sympy import Rational as Q
from sympy.physics.wigner import clebsch_gordan, wigner_3j

ap = lambda j, m: math.sqrt(max(j*(j+1) - m*(m+1), 0.0))
am = lambda j, m: math.sqrt(max(j*(j+1) - m*(m-1), 0.0))
ms = lambda t: t/2 - np.arange(t+1)
close = lambda a, b, tol=1e-10: np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol
triangle = lambda tj, tk, tp: abs(tj-tk) <= tp <= tj+tk and (tj+tk+tp) % 2 == 0
kron3 = lambda a, b, c: np.kron(a, np.kron(b, c))

def jmats(t):
    jp = np.zeros((t+1, t+1))
    for i in range(1, t+1):
        jp[i-1, i] = ap(t/2, t/2 - i)
    return np.diag(ms(t)), jp, jp.T.copy()

@lru_cache(None)
def cg(tj, tk, tp):          # closed-form (Racah) coefficients from sympy
    c = np.zeros((tp+1, tk+1, tj+1))
    if triangle(tj, tk, tp):
        for a, b, d in np.ndindex(*c.shape):
            if tp-2*a == tk-2*b + tj-2*d:
                c[a, b, d] = float(clebsch_gordan(Q(tj, 2), Q(tk, 2), Q(tp, 2),
                                   Q(tj-2*d, 2), Q(tk-2*b, 2), Q(tp-2*a, 2)))
    return c

def constraints(tj, tk, tp):  # X T_q - T_q X - sum_p T_p X^k_pq = 0 for X = Jz, J+, J-
    ij, ik, ip = np.eye(tj+1), np.eye(tk+1), np.eye(tp+1)
    return np.vstack([kron3(xp, ik, ij) - kron3(ip, xk.T, ij) - kron3(ip, ik, xj.T)
                      for xj, xk, xp in zip(jmats(tj), jmats(tk), jmats(tp))])

def by_recursion(tj, tk, tp):  # two-term chain on the top row, then lowering
    j, k, p = tj/2, tk/2, tp/2
    c = np.zeros((tp+1, tk+1, tj+1)); x = 1.0
    for d in range((tj+tk-tp)//2 + 1):
        m = j - d
        c[0, round(k-(p-m)), d] = x
        if d < (tj+tk-tp)//2:
            x *= -am(k, p+1-m)/am(j, m)
    c /= np.linalg.norm(c[0])
    for a in range(tp):
        for b, d in np.ndindex(tk+1, tj+1):
            s = ap(j, j-d)*c[a, b, d-1] if d > 0 else 0.0
            s += ap(k, k-b)*c[a, b-1, d] if b > 0 else 0.0
            c[a+1, b, d] = s/am(p, p-a)
    return c

omega = 4*np.pi*np.arange(64)/64
chi = lambda t: np.exp(-1j*np.outer(omega, ms(t))).sum(1)
allowed = forbidden = 0
for tj, tk, tp in itertools.product(range(5), range(5), range(8)):
    A = constraints(tj, tk, tp)
    w, v = np.linalg.eigh(A.T @ A)
    n = int((w < 1e-9).sum())
    assert np.all((w < 1e-9) | (w > 0.1))
    assert n == int(triangle(tj, tk, tp))
    assert abs(np.mean(2*np.sin(omega/2)**2*chi(tp).conj()*chi(tk)*chi(tj)) - n) < 1e-10
    if n:
        allowed += 1
        c, r = cg(tj, tk, tp), by_recursion(tj, tk, tp)
        assert abs(abs(v[:, 0] @ c.ravel()) - math.sqrt(tp+1)) < 1e-9
        assert close(r, c)
        if tj <= 3 and tk <= 2:
            for a, b, d in zip(*np.nonzero(np.abs(r) > 1e-12)):
                w3 = float(wigner_3j(Q(tp, 2), Q(tk, 2), Q(tj, 2), Q(int(2*a-tp), 2),
                                     Q(int(tk-2*b), 2), Q(int(tj-2*d), 2)))
                assert abs((-1)**int(tk+a)*w3 - r[a, b, d]/math.sqrt(tp+1)) < 1e-10
    else:
        forbidden += 1
print(f"triples with 1 recursion solution: {allowed}; with none: {forbidden}")
r = by_recursion(3, 4, 3)
print("j=3/2,k=2,j'=3/2 top row, m=3/2,1/2,-1/2:", *[f"{r[0, 2-d, d]:.6f}" for d in range(3)])
print("  ratios to m=3/2 entry:", *[f"{r[0, 2-d, d]/r[0, 2, 0]:.6f}" for d in range(3)])
print("  C(m,0;m), m=3/2..-3/2:", *[f"{r[d, 2, d]:.6f}" for d in range(4)])

# Haar average over SU(2) by Euler-angle quadrature
xs, ws = np.polynomial.legendre.leggauss(12)
small_d = lambda t, b: expm(-b*(jmats(t)[1] - jmats(t)[2])/2)
dtab = {t: [small_d(t, b) for b in np.arccos(xs)] for t in range(7)}
def projector(tj, tk, tp):
    w = (-ms(tp)[:, None, None] + ms(tk)[None, :, None] + ms(tj)[None, None, :]).ravel()
    ph = np.exp(-1j*np.outer(omega, w)).mean(0)
    mid = sum(ws[i]/2*kron3(dtab[tp][i], dtab[tk][i], dtab[tj][i]) for i in range(12))
    return ph[:, None]*mid*ph[None, :]
worst = 0.0
for tj, tk, tp in itertools.product(range(4), range(5), range(7)):
    c = cg(tj, tk, tp).ravel()
    worst = max(worst, np.abs(projector(tj, tk, tp) - np.outer(c, c)/(tp+1)).max())
assert worst < 1e-10
print(f"max |P - c c^T/(2j'+1)| by quadrature: {worst:.1e}")
print(f"tr P (3/2,2,3/2): {np.trace(projector(3, 4, 3)).real:.6f};"
      f" tr P (1/2,2,1/2): {abs(np.trace(projector(1, 4, 1))):.6f}")

def rotation(z, p, m, axis, angle):
    return expm(-1j*angle*(axis[0]*(p+m)/2 + axis[1]*(p-m)/2j + axis[2]*z))
axis, angle = np.array([1.0, -2.0, 2.0])/3, 1.3
D = lambda t: rotation(*jmats(t), axis, angle)
for tj, tk in [(1, 1), (3, 2), (3, 4), (4, 4)]:   # Clebsch-Gordan series
    s = sum(cg(tj, tk, t).reshape(t+1, -1).T @ D(t) @ cg(tj, tk, t).reshape(t+1, -1)
            for t in range(abs(tj-tk), tj+tk+1, 2))
    assert close(s, np.kron(D(tk), D(tj)))

def reduced(M, tj, tk, tp):   # R from one element must predict all, and equal the average
    c = cg(tj, tk, tp); i = np.unravel_index(np.argmax(np.abs(c)), c.shape)
    R = M[i]/c[i]*math.sqrt(tp+1)
    assert close(M, c*R/math.sqrt(tp+1))
    assert abs(R - (c*M).sum()/math.sqrt(tp+1)) < 1e-10 and abs(np.imag(R)) < 1e-10
    return float(np.real(R))
vector = lambda z, p, m: np.array([-p/math.sqrt(2), z, m/math.sqrt(2)])
for t in range(1, 6):
    R = reduced(vector(*jmats(t)).transpose(1, 0, 2), t, 2, t)
    assert abs(R - math.sqrt(t/2*(t/2+1)*(t+1))) < 1e-10

# Schwinger bosons: (a+, b+) as a rank-1/2 tensor
nb = 7; up = np.diag(np.sqrt(np.arange(1.0, nb)), -1); one = np.eye(nb)
create = [np.kron(up, one), np.kron(one, up)]
for t in range(5):
    M = np.array([[[create[b][(t+1-a)*nb + a, (t-d)*nb + d] for d in range(t+1)]
                   for b in range(2)] for a in range(t+2)])
    assert close(constraints(t, 1, t+1) @ M.ravel(), 0)
    assert abs(reduced(M, t, 1, t+1) - math.sqrt((t+1)*(t+2))) < 1e-10

# C^k_q = sqrt(4 pi/(2k+1)) Y_kq between spherical harmonics, by sphere quadrature
phi = 2*np.pi*np.arange(16)/16
def Y(l, m):
    a = abs(m)
    y = math.sqrt((2*l+1)/(4*np.pi)*math.factorial(l-a)/math.factorial(l+a)) \
        * np.outer(lpmv(a, l, xs), np.exp(1j*a*phi))
    return y if m >= 0 else (-1)**a*y.conj()
def gaunt(l, k, lp):
    f = lambda n: np.array([Y(n, m) for m in range(n, -n-1, -1)])
    return np.einsum('axy,bxy,dxy,x->abd', f(lp).conj(), f(k), f(l), ws) \
        * 2*np.pi/16*math.sqrt(4*np.pi/(2*k+1))
for l, k, lp in itertools.product(range(4), repeat=3):
    G = gaunt(l, k, lp)
    if triangle(2*l, 2*k, 2*lp):
        assert abs(reduced(G, 2*l, 2*k, 2*lp)
                   - math.sqrt(2*l+1)*cg(2*l, 2*k, 2*lp)[lp, k, l]) < 1e-10
    if not triangle(2*l, 2*k, 2*lp) or (l+k+lp) % 2:
        assert close(G, 0)
print(f"<2||C2||2> = {reduced(gaunt(2, 2, 2), 4, 4, 4):.6f}")

# tetrahedral (T) and octahedral (O) rotation groups acting on p states
signed = [(p, np.eye(3)[list(p)]*np.array(s)) for p in itertools.permutations(range(3))
          for s in itertools.product([1, -1], repeat=3)]
grpO = [R for p, R in signed if np.linalg.det(R) > 0]
grpT = [R for p, R in signed if np.linalg.det(R) > 0 and np.linalg.det(np.abs(R)) > 0]
assert len(grpO) == 24 and len(grpT) == 12
assert all(any(close(A @ B, E) for E in grpT) for A in grpT for B in grpT)
eps = np.array([[[np.linalg.det(np.eye(3)[[i, a, b]]) for b in range(3)]
                 for a in range(3)] for i in range(3)])
Lc = -1j*eps
Nc = np.array([-(Lc[(i+1) % 3] @ Lc[(i+2) % 3] + Lc[(i+2) % 3] @ Lc[(i+1) % 3])
               for i in range(3)])
assert close(Nc, np.abs(eps))
is_vec = lambda O, R: close(np.einsum('ab,ibc,dc->iad', R, O, R), np.einsum('jad,ji->iad', O, R))
assert all(is_vec(Lc, R) and is_vec(Nc, R) for R in grpT)
assert all(is_vec(Lc, R) for R in grpO) and not all(is_vec(Nc, R) for R in grpO)
PT = sum(kron3(R, R, R) for R in grpT)/12; PO = sum(kron3(R, R, R) for R in grpO)/24
e1, e2 = eps.ravel(), np.abs(eps).ravel()
assert close(PT, (np.outer(e1, e1) + np.outer(e2, e2))/6) and close(PO, np.outer(e1, e1)/6)
print("group T characters of the triplet:", sorted(round(np.trace(R)) for R in grpT))
print(f"rank of P: group T {np.linalg.matrix_rank(PT)}, group O {np.linalg.matrix_rank(PO)}")

# Sc 3d1 2D term: l = 2, s = 1/2
gs = abs(pc['electron g factor'][0]); muB = pc['Bohr magneton in eV/T'][0]; field = 1.0
L = [np.kron(x, np.eye(2)) for x in jmats(4)]; S = [np.kron(np.eye(5), x) for x in jmats(1)]
J = [a + b for a, b in zip(L, S)]
J2 = J[0] @ J[0] + (J[1] @ J[2] + J[2] @ J[1])/2
def multiplet(t):
    sub = np.where(np.abs(np.diag(J[0]) - t/2) < 1e-9)[0]
    w, v = np.linalg.eigh(J2[np.ix_(sub, sub)])
    u = v[:, np.argmin(np.abs(w - t/2*(t/2+1)))]
    vec = np.zeros(10); vec[sub] = u*np.sign(u[0]); out = [vec]
    for _ in range(t):
        vec = J[2] @ vec; vec = vec/np.linalg.norm(vec); out.append(vec)
    return np.array(out).T
B = {3: multiplet(3), 5: multiplet(5)}
moment = vector(*[a + gs*b for a, b in zip(L, S)])
quad = np.array([np.kron(g, np.eye(2)) for g in gaunt(2, 2, 2).transpose(1, 0, 2)])
U = rotation(*J, axis, angle)
for T, tk in [(moment, 2), (quad, 4)]:   # both definitions of a tensor operator
    for X, Xk in zip(J, jmats(tk)):
        assert close(X @ T - T @ X, np.einsum('pab,pq->qab', T, Xk))
    assert close(U @ T @ U.conj().T, np.einsum('pab,pq->qab', T, D(tk)))
block = lambda T, t, tp: np.einsum('xa,qxy,yd->aqd', B[tp], T, B[t])
print(f"g_s = {gs:.8f}; B = {field:.1f} T; muB*B = {muB*field*1e6:.4f} ueV")
Rm, Rq = {}, {}
for t, tp in [(3, 3), (5, 5), (3, 5), (5, 3)]:
    Rm[t, tp] = reduced(block(moment, t, tp), t, 2, tp)
    Mq = block(quad, t, tp); Rq[t, tp] = reduced(Mq, t, 4, tp)
    print(f"<{tp}/2||L+gS||{t}/2> = {Rm[t, tp]:.6f}; <{tp}/2||C2||{t}/2> = {Rq[t, tp]:.6f};"
          f" C2 elements {Mq.size}, nonzero {(np.abs(Mq) > 1e-10).sum()}")
H0 = (L[0] @ S[0] + (L[1] @ S[2] + L[2] @ S[1])/2)/2.5   # splitting Delta = 1
def levels(M, x):
    sub = np.where(np.abs(np.diag(J[0]) - M) < 1e-9)[0]
    return np.linalg.eigvalsh((H0 + x*moment[1])[np.ix_(sub, sub)])
step = 1e-3   # central differences, truncation error of order step**2
for t in (3, 5):
    j = t/2; RJ = math.sqrt(j*(j+1)*(t+1))
    g = 1 + (gs-1)*(j*(j+1) + 0.75 - 6)/(2*j*(j+1))
    assert abs(Rm[t, t]/RJ - g) < 1e-10
    pick = 0 if t == 3 else -1
    for M in ms(t):
        slope = (levels(M, step)[pick] - levels(M, -step)[pick])/(2*step)
        assert abs(slope - g*M) < 1e-5
    E = g*muB*field
    print(f"J={t}/2: <J||J||J> = {RJ:.6f}; g_J = {g:.6f}")
    print(f"  Zeeman spacing = {E*1e6:.4f} ueV = {E*qe/planck/1e9:.4f} GHz")
    shape = (3*ms(t)**2 - j*(j+1))/math.sqrt((2*j-1)*j*(j+1)*(2*j+3))
    diag = np.real(np.diag(block(quad, t, t)[:, 2, :]))
    assert close(diag, shape*Rq[t, t]/math.sqrt(t+1))
    print("  <JM20|JM>, M=J..1/2:", *[f"{x:.6f}" for x in shape[:(t+1)//2]])
    print("  <JM|C2_0|JM>, M=J..1/2:", *[f"{x:.6f}" for x in diag[:(t+1)//2]])
for d, M in enumerate(ms(3)):
    c = cg(3, 2, 5)[d+1, 1, d]; off = c*Rm[3, 5]/math.sqrt(6)
    assert abs(off + (gs-1)*math.sqrt(6.25 - M*M)/5) < 1e-10
    curv = (levels(M, step) - 2*levels(M, 0.0) + levels(M, -step))/(2*step**2)
    assert close(curv, [-off**2, off**2], 1e-5)
    if M > 0:
        print(f"M={M}: <3/2 M 1 0|5/2 M> = {c:.6f}; <5/2 M|Lz+gSz|3/2 M> = {off:.6f}")
        print(f"  J=3/2 second-order shift = {-off**2:.6f} (muB*B)^2/Delta;"
              f" finite difference {curv[0]:.6f}")
bad = block(moment*np.array([-1, 1, 1])[:, None, None], 3, 3); c = cg(3, 2, 3)
misfit = np.linalg.norm(bad - c*(c*bad).sum()/(c*c).sum())/np.linalg.norm(bad)
assert misfit > 0.5
print(f"control, sign of T_+1 flipped, J=3/2: relative misfit = {misfit:.4f}")
print("no test failed")
```

Running it gives:

```
triples with 1 recursion solution: 54; with none: 146
j=3/2,k=2,j'=3/2 top row, m=3/2,1/2,-1/2: 0.447214 -0.632456 0.632456
  ratios to m=3/2 entry: 1.000000 -1.414214 1.414214
  C(m,0;m), m=3/2..-3/2: 0.447214 -0.447214 -0.447214 0.447214
max |P - c c^T/(2j'+1)| by quadrature: 3.7e-15
tr P (3/2,2,3/2): 1.000000; tr P (1/2,2,1/2): 0.000000
<2||C2||2> = -1.195229
group T characters of the triplet: [-1, -1, -1, 0, 0, 0, 0, 0, 0, 0, 0, 3]
rank of P: group T 2, group O 1
g_s = 2.00231930; B = 1.0 T; muB*B = 57.8838 ueV
<3/2||L+gS||3/2> = 3.096590; <3/2||C2||3/2> = -0.894427; C2 elements 80, nonzero 12
<5/2||L+gS||5/2> = 8.698187; <5/2||C2||5/2> = -1.171080; C2 elements 180, nonzero 22
<5/2||L+gS||3/2> = -1.552786; <5/2||C2||3/2> = -0.585540; C2 elements 120, nonzero 18
<3/2||L+gS||5/2> = 1.552786; <3/2||C2||5/2> = 0.585540; C2 elements 120, nonzero 18
J=3/2: <J||J||J> = 3.872983; g_J = 0.799536
  Zeeman spacing = 46.2802 ueV = 11.1905 GHz
  <JM20|JM>, M=J..1/2: 0.447214 -0.447214
  <JM|C2_0|JM>, M=J..1/2: -0.200000 0.200000
J=5/2: <J||J||J> = 7.245688; g_J = 1.200464
  Zeeman spacing = 69.4874 ueV = 16.8020 GHz
  <JM20|JM>, M=J..1/2: 0.597614 -0.119523 -0.478091
  <JM|C2_0|JM>, M=J..1/2: -0.285714 0.057143 0.228571
M=1.5: <3/2 M 1 0|5/2 M> = 0.632456; <5/2 M|Lz+gSz|3/2 M> = -0.400928
  J=3/2 second-order shift = -0.160743 (muB*B)^2/Delta; finite difference -0.160743
M=0.5: <3/2 M 1 0|5/2 M> = 0.774597; <5/2 M|Lz+gSz|3/2 M> = -0.491034
  J=3/2 second-order shift = -0.241115 (muB*B)^2/Delta; finite difference -0.241115
control, sign of T_+1 flipped, J=3/2: relative misfit = 0.9428
no test failed
```
